# Thermal Franck–Condon line weights and their Gaussian limit: test program

```python
"""Thermal Franck-Condon line weights of two equal, displaced oscillators.

Result under test (hbar = 1):
    W_p = exp(-S coth x + p x) I_p(S / sinh x)
and its Gaussian limit with mean S and variance S coth x.
S = mass*omega*shift**2/2, x = omega/(2 kT), p = upper minus lower
vibrational quantum number. Lines lie at E00 + p*omega.
Hartree atomic units; temperatures in kelvin.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, expm
from scipy.optimize import brentq
from scipy.special import erfc, gammaln, ive

K_HARTREE = physical_constants["kelvin-hartree relationship"][0]
TO_CM = physical_constants["hartree-inverse meter relationship"][0] / 100

mass, omega, shift, temperature = 20000.0, 0.001, 1.0, 300.0
kT = K_HARTREE * temperature
x = omega / (2 * kT)
S = mass * omega * shift**2 / 2
nbar = 1 / np.expm1(2 * x)
sigma = np.sqrt(S / np.tanh(x))


def bessel_weights(p, s, xx):
    """Closed formula, with the exponentially scaled Bessel function."""
    exponent = -s * np.tanh(xx / 2) + p * xx
    return np.exp(exponent) * ive(np.abs(p), s / np.sinh(xx))


def gaussian_weights(p, s, xx):
    variance = s / np.tanh(xx)
    return np.exp(-(p - s)**2 / (2 * variance)) / np.sqrt(2 * np.pi * variance)


# Vibrational states from a sinc grid, without oscillator formulas.
length = 1 / np.sqrt(mass * omega)
step = 0.12 * length
index = np.arange(-225, 226)
grid = index * step
difference = index[:, None] - index[None, :]
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (1 - 2 * (np.abs(difference) % 2)) / (2 * mass * step**2)


def vibrational_states(center):
    potential = 0.5 * mass * omega**2 * (grid - center)**2
    return eigh(kinetic + np.diag(potential))


lower_energy, lower_states = vibrational_states(0.0)


def summed_weights(center, thermal_energy, p_values, levels=70):
    """Boltzmann sum of squared overlaps, straight from the definition."""
    upper_energy, upper_states = vibrational_states(center)
    quanta = np.arange(100)
    lines = (upper_energy[:100] - lower_energy[0]) / omega
    assert np.max(np.abs(lines - quanta)) < 1e-7
    overlap2 = (upper_states.T @ lower_states)**2
    population = np.exp(-(lower_energy[:levels] - lower_energy[0])
                        / thermal_energy)
    population /= population.sum()
    return np.array([sum(population[m] * overlap2[m + p, m]
                         for m in range(levels) if m + p >= 0)
                     for p in p_values])


# Definition against formula, for several shifts (both signs) and temperatures.
p_all = np.arange(-40, 61)
largest_difference = 0.0
for center, temp in [(0.5, 100.0), (0.5, 300.0), (-1.0, 300.0),
                     (1.0, 100.0), (1.0, 600.0), (1.0, 300.0)]:
    thermal = K_HARTREE * temp
    direct = summed_weights(center, thermal, p_all)
    closed = bessel_weights(p_all, mass * omega * center**2 / 2,
                            omega / (2 * thermal))
    largest_difference = max(largest_difference,
                             np.max(np.abs(direct - closed)))
assert largest_difference < 1e-9
# The last case is the worked example, so "direct" now holds its weights.

# Sum, moments and detailed balance of the directly summed weights.
total = direct.sum()
mean = np.sum(p_all * direct)
variance = np.sum((p_all - mean)**2 * direct)
assert abs(total - 1) < 1e-7
assert abs(mean - S) < 1e-6
assert abs(variance - sigma**2) < 1e-5
for p in range(1, 9):
    ratio = direct[40 - p] / direct[40 + p]
    assert abs(ratio / np.exp(-2 * p * x) - 1) < 1e-6

# Generating function from the directly summed weights.
for theta in (0.2, 0.9, 2.5):
    from_lines = np.sum(direct * np.exp(1j * p_all * theta))
    closed = np.exp(-sigma**2 * (1 - np.cos(theta)) + 1j * S * np.sin(theta))
    assert abs(from_lines - closed) < 1e-7

# Operator steps with explicit matrices.
size = 160
lowering = np.diag(np.sqrt(np.arange(1, size)), 1).astype(complex)
density = np.exp(-2 * x * np.arange(size))
density /= density.sum()


def displacement(g):
    return expm(g * lowering.conj().T - np.conj(g) * lowering)


gamma = 0.8 - 0.7j
average = np.sum(density * np.diag(displacement(gamma)))
assert abs(average - np.exp(-abs(gamma)**2 * (nbar + 0.5))) < 1e-9
alpha = 1.2
for theta in (0.9, 2.2):
    product = displacement(alpha) @ displacement(-alpha * np.exp(1j * theta))
    trace = np.sum(density * np.diag(product))
    closed = np.exp(alpha**2 * (-(1 - np.cos(theta)) / np.tanh(x)
                                + 1j * np.sin(theta)))
    assert abs(trace - closed) < 1e-9

# Cold limit is a Poisson law; negative p disappears.
p_cold = np.arange(0, 16)
poisson = np.exp(-2.5 + p_cold * np.log(2.5) - gammaln(p_cold + 1))
assert np.max(np.abs(bessel_weights(p_cold, 2.5, 12.0) - poisson)) < 1e-9
assert np.max(bessel_weights(np.arange(-8, 0), 2.5, 12.0)) < 1e-9


def gaussian_errors(s, xx):
    """Largest scaled errors: plain Gaussian, skewed Gaussian, proven bound."""
    width = np.sqrt(s / np.tanh(xx))
    p = np.arange(np.floor(s - 10 * width), np.ceil(s + 10 * width) + 1)
    z = (p - s) / width
    exact = width * bessel_weights(p, s, xx)
    plain = width * gaussian_weights(p, s, xx)
    skewed = plain * (1 + s * (z**3 - 3 * z) / (6 * width**3))
    bound = (0.75 * np.sqrt(np.pi) * (np.pi**2 / 2)**2.5
             / (48 * np.pi * width**2) + s / (3 * np.pi * width**3)
             + erfc(np.pi * width / np.sqrt(2)) / np.sqrt(2 * np.pi))
    return (np.max(np.abs(exact - plain)),
            np.max(np.abs(exact - skewed)), bound)


error_table = {s: gaussian_errors(s, x) for s in (1, 10, 40, 160, 640)}
weak_hot = gaussian_errors(0.1, 0.001)
strong_cold = gaussian_errors(30.0, 2.0)
for plain, skewed, bound in [*error_table.values(), weak_hot, strong_cold]:
    assert plain <= bound
# Four times S halves the plain error and quarters the skewed one.
assert 1.8 < error_table[160][0] / error_table[640][0] < 2.2
assert 3.5 < error_table[160][1] / error_table[640][1] < 4.5
assert weak_hot[0] < 0.01

# Classical variance 2*lambda*kT, from the line weights of a hot oscillator.
p_hot = np.arange(-400, 421)
hot = bessel_weights(p_hot, 10.0, 0.01)
hot_variance = np.sum((p_hot - 10.0)**2 * hot)
hot_kT_over_omega = 1 / (2 * 0.01)
assert abs(hot_variance / (2 * 10.0 * hot_kT_over_omega) - 1) < 1e-3

# Full width at half maximum of a smooth curve through the summed weights.
chosen = (p_all >= -8) & (p_all <= 32)
curve = CubicSpline(p_all[chosen], np.log(direct[chosen]))
fine = np.linspace(0, 20, 20001)
top = fine[np.argmax(curve(fine))]
half = curve(top) - np.log(2)
left = brentq(lambda p: curve(p) - half, -7, top)
right = brentq(lambda p: curve(p) - half, top, 31)
fwhm_lines = (right - left) * omega
fwhm_gauss = 2 * np.sqrt(2 * np.log(2)) * sigma * omega
assert abs(fwhm_lines / fwhm_gauss - 1) < 0.03

print(f"mass = {mass:.0f} electron masses")
print(f"omega = {omega:.4f} hartree")
print(f"shift d = {shift:.2f} bohr")
print(f"temperature = {temperature:.0f} K")
print(f"kT = {kT:.6e} hartree")
print(f"x = {x:.5f} (dimensionless)")
print(f"S = {S:.4f} (dimensionless)")
print(f"mean thermal quantum number nbar = {nbar:.5f}")
print(f"coth x = {1 / np.tanh(x):.5f}")
print(f"S csch x = {S / np.sinh(x):.5f}")
print(f"lambda = S omega = {S * omega:.5f} hartree")
print(f"sum of directly summed weights = {total:.9f}")
print(f"mean p from direct sum = {mean:.6f}")
print(f"variance of p from direct sum = {variance:.6f}")
print(f"S coth x = {sigma**2:.6f}")
print(f"sigma = {sigma:.5f} quanta")
print(f"largest |direct - Bessel|, six cases = {largest_difference:.1e}")
print("line weights (dimensionless): p, direct, Bessel, Gaussian")
for p in (-10, -5, 0, 5, 10, 15, 20, 25, 30):
    print(f"{p:4d} {direct[p + 40]:.4e} {bessel_weights(p, S, x):.4e} "
          f"{gaussian_weights(p, S, x):.4e}")
print(f"strongest line p = {p_all[np.argmax(direct)]}")
print(f"total weight of lines with p < 0 = {direct[p_all < 0].sum():.6f}")
gauss_ratio = gaussian_weights(-5, S, x) / gaussian_weights(5, S, x)
assert abs(gauss_ratio / np.exp(-10 * np.tanh(x)) - 1) < 1e-10
print(f"W(-5)/W(5), direct sum = {direct[35] / direct[45]:.6f}")
print(f"W(-5)/W(5), Gaussian = {gauss_ratio:.6f}")
print(f"standard deviation = {sigma * omega:.6e} hartree")
print(f"classical sqrt(2 lambda kT) = {np.sqrt(2*S*omega*kT):.6e} hartree")
print(f"FWHM, Gaussian = {fwhm_gauss:.6e} hartree")
print(f"FWHM, Gaussian, converted = {fwhm_gauss * TO_CM:.1f} cm^-1")
print(f"FWHM, curve through direct weights = {fwhm_lines:.6e} hartree")
print("largest error of sigma*W at 300 K: S, Gaussian, skewed, bound")
for s, (plain, skewed, bound) in error_table.items():
    print(f"{s:4d} {plain:.3e} {skewed:.3e} {bound:.3e}")
print("same errors for S = 0.1, x = 0.001: Gaussian, skewed, bound")
print(f"     {weak_hot[0]:.3e} {weak_hot[1]:.3e} {weak_hot[2]:.3e}")
print("same errors for S = 30, x = 2: Gaussian, skewed, bound")
print(f"     {strong_cold[0]:.3e} {strong_cold[1]:.3e} {strong_cold[2]:.3e}")
print("done: every assertion held")
```

Output:

```
mass = 20000 electron masses
omega = 0.0010 hartree
shift d = 1.00 bohr
temperature = 300 K
kT = 9.500435e-04 hartree
x = 0.52629 (dimensionless)
S = 10.0000 (dimensionless)
mean thermal quantum number nbar = 0.53618
coth x = 2.07236
S csch x = 18.15126
lambda = S omega = 0.01000 hartree
sum of directly summed weights = 1.000000000
mean p from direct sum = 10.000000
variance of p from direct sum = 20.723612
S coth x = 20.723612
sigma = 4.55232 quanta
largest |direct - Bessel|, six cases = 2.2e-14
line weights (dimensionless): p, direct, Bessel, Gaussian
 -10 2.3603e-06 2.3603e-06 5.6413e-06
  -5 2.5638e-04 2.5638e-04 3.8465e-04
   0 7.2007e-03 7.2007e-03 7.8497e-03
   5 4.9493e-02 4.9493e-02 4.7943e-02
  10 8.7957e-02 8.7957e-02 8.7635e-02
  15 4.6143e-02 4.6143e-02 4.7943e-02
  20 8.3321e-03 8.3321e-03 7.8497e-03
  25 5.9637e-04 5.9637e-04 3.8465e-04
  30 1.9053e-05 1.9053e-05 5.6413e-06
strongest line p = 10
total weight of lines with p < 0 = 0.008531
W(-5)/W(5), direct sum = 0.005180
W(-5)/W(5), Gaussian = 0.008023
standard deviation = 4.552319e-03 hartree
classical sqrt(2 lambda kT) = 4.358999e-03 hartree
FWHM, Gaussian = 1.071989e-02 hartree
FWHM, Gaussian, converted = 2352.7 cm^-1
FWHM, curve through direct weights = 1.064045e-02 hartree
largest error of sigma*W at 300 K: S, Gaussian, skewed, bound
   1 5.077e-02 2.152e-02 2.657e-01
  10 1.037e-02 1.529e-03 3.426e-02
  40 4.949e-03 3.717e-04 1.138e-02
 160 2.453e-03 9.225e-05 4.250e-03
 640 1.220e-03 2.302e-05 1.765e-03
same errors for S = 0.1, x = 0.001: Gaussian, skewed, bound
     5.016e-04 5.014e-04 4.780e-03
same errors for S = 30, x = 2: Gaussian, skewed, bound
     1.650e-02 1.054e-03 3.366e-02
done: every assertion held
```
